# Twisting silicon ladders as three-phonon scattering partners of acoustic modes

## The decision: may the twist branch be dropped?

A calculation of the lattice thermal conductivity $\kappa$ of a higher manganese silicide must settle which phonon branches enter the three-phonon sum. The silicon atoms form ladders inside chimneys of manganese. A ladder can twist about its axis against a weak restoring torque, which gives an optical branch of low frequency. This branch is nearly flat and carries little heat, so it is tempting to leave it out. In the model below, leaving it out gives 6.8 W/(m K), and keeping it gives 3.2 W/(m K). The twist matters as a scattering partner, not as a carrier.

The number of channels alone does not fix this result. Each channel needs a nonzero cubic coupling and enters with a weight. The weight is derived first, then the number of channels.

## The model

The lattice is simple cubic with edge $a$, $N$ cells and cell mass $M$. It has two degenerate transverse branches (T) and one longitudinal branch (L),
$$\omega_s(\mathbf q)=\frac{2v_s}{a}\Big[\sum_i\sin^2\frac{q_ia}{2}\Big]^{1/2},$$
with long-wave speeds $v_T<v_L$ and $R=v_L/v_T$. One twist branch has the frequency $\Omega_0$ at every wave vector. Ordinary frequencies are $f=\omega/2\pi$ and $F_0=\Omega_0/2\pi$.

The cubic energy per cell is $(C/6)\varepsilon^3$, where $\varepsilon$ is the sum of the strain amplitudes of all modes. Polarization and direction are ignored, so every triple of modes has the same constant $C$. This is an assumption about the crystal. If its energy held no product of one twist coordinate and two strains, the channels counted below would have zero strength.

A mode displaces a cell with squared amplitude $\hbar/(2MN\omega)$ per quantum. For an acoustic mode the strain is displacement times $\omega/v_s$. For the twist it is displacement divided by $a$, with the inertia taken as $M$. The squared strain is therefore $\hbar A/(2MN)$, with
$$A=\frac{\omega}{v_s^2}\ \text{(acoustic)},\qquad A=\frac{1}{a^2\Omega_0}\ \text{(twist)}.$$

The constant $C$ follows from the Grüneisen parameter $\gamma$. Add a fixed strain $\varepsilon_0$ to a vibrating strain $\varepsilon$. The part of $(C/6)(\varepsilon_0+\varepsilon)^3$ quadratic in $\varepsilon$ is $(C/2)\varepsilon_0\varepsilon^2$. Together with the harmonic energy this gives $\tfrac12(Mv^2+C\varepsilon_0)\varepsilon^2$. The relative frequency shift is $C\varepsilon_0/(2Mv^2)$, which is $-\gamma\varepsilon_0$ by definition. Hence $C=-2\gamma Mv^2$. The common constant is set with $v=v_T$, so the stated $\gamma$ is that of the transverse modes. For longitudinal modes the same constant means the smaller value $\gamma v_T^2/v_L^2$, about a third of $\gamma$ in the example below.

## First contribution: the strength of one channel

Let mode $\lambda$ absorb $\lambda'$ to give $\lambda''$. The three operators can be taken from $\varepsilon^3$ in six orders, which cancels the factor $1/6$. The sum over cells gives $N$ if wave vector is conserved up to a reciprocal lattice vector, and zero otherwise. The squared matrix element is
$$C^2N^2\Big(\frac{\hbar}{2MN}\Big)^3AA'A''\,n\,n'(n''+1),$$
where $n$ denotes occupation. The golden rule multiplies it by $(2\pi/\hbar^2)\,\delta(\omega+\omega'-\omega'')$, and the prefactor becomes $\pi\hbar C^2/(4M^3N)$.

The reverse process must be subtracted. The net loss contains $nn'(n''+1)-(n+1)(n'+1)n''$, which vanishes in equilibrium. Its derivative with respect to $n$ is $n'(n''+1)-(n'+1)n''=n'-n''$. For decay into $\lambda'$ and $\lambda''$, the derivative of $n(n'+1)(n''+1)-(n+1)n'n''$ is $1+n'+n''$. In a sum over ordered pairs each decay appears twice and needs a factor $\tfrac12$:
$$\frac1\tau=\frac{\pi\hbar C^2}{4M^3}\,\frac{A}{N}\sum A'A''\Big[(n'-n'')\,\delta(\omega+\omega'-\omega'')+\tfrac12(1+n'+n'')\,\delta(\omega-\omega'-\omega'')\Big].$$

Now write $A=w\omega$, so that $w=1/v_s^2$ for an acoustic leg and $w=1/(a\Omega_0)^2$ for a twist leg. At high temperature $n\simeq k_BT/\hbar\omega-\tfrac12$. For absorption,
$$A'A''(n'-n'')=w'w''\,\omega'\omega''\,\frac{k_BT}{\hbar}\Big(\frac1{\omega'}-\frac1{\omega''}\Big)=w'w''\frac{k_BT}{\hbar}(\omega''-\omega')=w'w''\frac{k_BT}{\hbar}\,\omega .$$
For decay, the two terms $-\tfrac12$ cancel the 1, and the bracket gives $\omega'+\omega''$, which is again $\omega$. Both kinds of process therefore carry the same factor. With $A=\omega/v_s^2$ and $C^2=4\gamma^2M^2v_T^4$,
$$\frac1\tau=\frac{\pi\gamma^2k_BT\,v_T^4}{M}\,\frac{\omega^2}{v_s^2}\,D,\qquad D=\frac1N\sum w'w''\big[\delta(\omega+\omega'-\omega'')+\tfrac12\delta(\omega-\omega'-\omega'')\big].$$

This is why counting channels is meaningful. Within this coupling model and for classical occupations, the rate is proportional to the number of channels per unit angular frequency, each weighted by $w'w''$.

For the example take $a=0.5$ nm, $v_T=4$ km/s, $v_L=7$ km/s and $F_0=1.5$ THz (6.2 meV). Then
$$w_T=\frac1{4^2}=0.0625,\quad w_L=\frac1{7^2}=0.0204,\quad w_{\rm tw}=\frac{1}{(0.5\times2\pi\times1.5)^2}=0.0450,$$
all in (km/s)$^{-2}$. A twist leg counts about 0.7 times as much as a transverse leg and 2.2 times as much as a longitudinal one. The factor $1/\Omega_0^2$ expresses that a soft mode has a large thermal amplitude.

## Second contribution: the number of added channels

Let $K$ be the unweighted count per unit ordinary frequency. Let $g_s(f)$ be the density of states per cell of acoustic branch $s$, with each transverse branch counted separately and $g_s=0$ at negative frequency. Three processes involve one twist quantum.

1. **Two acoustic modes merge into a twist.** For any partner $\mathbf q'$ there is a twist mode at $\mathbf q+\mathbf q'$, folded into the zone if necessary, and its frequency is $F_0$. Wave-vector conservation removes nothing. The energy condition $f'=F_0-f$ leaves $\sum_sg_s(F_0-f)$.
2. **An acoustic mode absorbs a twist.** As the twist wave vector runs over the zone, so does that of the final acoustic mode. The condition $f''=F_0+f$ leaves $\sum_sg_s(F_0+f)$.
3. **An acoustic mode emits a twist.** The two orderings cancel the factor $\tfrac12$, leaving $\sum_sg_s(f-F_0)$.

The first process needs $f<F_0$ and the third $f>F_0$, so together
$$K_{\rm tw}(f)=\sum_s\big[g_s(F_0+f)+g_s(|F_0-f|)\big].$$

Acoustic partners must satisfy energy and wave-vector conservation together. A flat branch accepts any wave vector, so energy alone selects the partners. An explicit sum over wave-vector triples on a $20^3$ mesh tests this formula. For modes below the twist frequency the summed count differs from it by 0.07 % of the formula's value.

Processes with two twist quanta need $f=0$ or $f=2F_0$ when the branch is flat. They touch isolated frequencies and are left out here. They return below, when the branch is given dispersion.

**The stiff limit.** If $F_0$ exceeds twice the highest acoustic frequency, then $F_0-f$ and $F_0+f$ both lie above the acoustic band, and $f-F_0$ is negative. All added channels are closed. The crystal without twist channels is thus the same crystal with a very stiff twist.

**The long-wave limit.** For $f\to0$ the count tends to the constant $2\sum_sg_s(F_0)$. With linear branches, the states in a shell of radius $q=2\pi f/v_s$ give $g_s=4\pi f^2a^3/v_s^3$, so
$$K_{\rm tw}(0)=8\pi F_0^2a^3\Big(\frac2{v_T^3}+\frac1{v_L^3}\Big)=8\pi(1.5)^2(0.125)\Big(\frac2{64}+\frac1{343}\Big)=0.242\ \text{per THz}.$$
The lattice branches give 0.290 per THz.

## Third contribution: the channels that already exist

An added channel matters in proportion to what was there before. Long longitudinal and long transverse waves differ in this respect.

**Longitudinal waves.** Take linear branches and replace $(1/N)\sum_{\mathbf q'}$ by $a^3/(2\pi)^3\int d^3q'$. The angle between $\mathbf q$ and $\mathbf q'$ can be traded for the length $q''$ of the third wave vector. From $q''^2=q^2+q'^2\pm2qq'\cos\theta$ it follows that $d^3q'=2\pi q'q''\,dq'dq''/q$, within the triangle limits $|q-q'|\le q''\le q+q'$. A channel then contributes, per unit angular frequency,
$$\frac{a^3}{4\pi^2q}\int q'q''\,\delta(\text{frequency mismatch})\,dq'dq''.$$
Each result is $a^3q^2/(4\pi^2v_T)$ times a number.

- **L→T+T.** Two transverse branches on each leg give four ordered pairs, and with the factor $\tfrac12$ this is 2. Energy requires $q'+q''=Rq$. Set $q'=(Rq+y)/2$ and $q''=(Rq-y)/2$ with $|y|\le q$. The integral of $(R^2q^2-y^2)/8$ over $y$ is $q^3(R^2/4-1/12)$. The number is $2(R^2/4-1/12)=1.365$.
- **L→L+T.** Two transverse branches, two orders and the factor $\tfrac12$ again give 2. With $x=q'/q$ for the longitudinal product, $q''=R(1-x)q$. The triangle condition sets $x\ge x_0=(R-1)/(R+1)$. The number is $2R\int_{x_0}^1x(1-x)\,dx=0.477$.
- **L+T→L.** There are two transverse branches. With $x=q'/q$ for the absorbed wave, $q''=(1+x/R)q$, and the triangle condition sets $x\le x_1=2R/(R-1)$. The delta function gives $1/v_L=1/(Rv_T)$. The number is $(2/R)\int_0^{x_1}x(1+x/R)\,dx=34.57$.

Absorption of L with a transverse final state is impossible, because $v_Tq''\le v_T(q+q')$ is smaller than the available frequency. Processes among three longitudinal waves need collinear wave vectors for linear branches, and the downward bend of the lattice branch closes them at long wavelength. They are omitted.

The sum is $S=36.41$. Multiplying by $2\pi$ to pass to ordinary frequency, and using $q=2\pi f/v_L$,
$$K_L=\frac{2\pi a^3f^2}{v_Tv_L^2}\,S=\frac{2\pi(0.125)(0.5)^2(36.41)}{4\times49}=0.0365\ \text{per THz at }0.5\ \text{THz}.$$
Direct integration over wave-vector space agrees with $S$ to 0.05 %. The limiting twist count, 0.242 per THz, is 6.6 times larger. Because $K_L\propto f^2$, the two would be equal at $0.5\sqrt{6.62}=1.29$ THz. That value is an extrapolation: absorbed waves reach $x_1=4.7$ times $q$, where the branches are no longer linear.

**Transverse waves.** With linear branches the process T+L→L is open for partners throughout the zone. On the lattice it is open only for partners whose group velocity exceeds $v_T$, which changes the size of the count but not its growth as $1/f$. For $q\ll q'$ the frequency gained by the longitudinal wave is $v_Lq\cos\theta$, and it must equal $v_Tq$. Averaging over directions,
$$\frac12\int_{-1}^1\delta(v_Tq-v_Lq\cos\theta)\,d\cos\theta=\frac1{2v_Lq}=\frac{v_T}{2v_L\omega},$$
or $v_T/(2v_Lf)=0.571$ per THz at 0.5 THz. Direct integration differs from this law by 1.7 %. The existing count grows as $f$ falls, while the twist count stays finite. For very long transverse waves the twist is therefore a minor addition. The weights push this limit to very low frequency, because the process T+L→L has two longitudinal legs of small weight. In the example the twist rate falls below the acoustic one only under about 0.06 to 0.09 THz, depending on direction; at 0.5 THz it is still five to seven times larger.

**Consequence for the rates.** Multiplying each count by the common factor $\omega^2$ gives these leading laws:

| Long wave | Acoustic partners | Twist partner |
|---|---|---|
| L | $\omega^4$ | $\omega^2$ |
| T | $\omega$ | $\omega^2$ |

The number of modes per frequency interval grows as $\omega^2$. With acoustic partners alone, the heat carried by long longitudinal waves would involve $\int\omega^2\omega^{-4}d\omega$, which diverges at low frequency. Twist scattering turns the integrand into a constant and removes the divergence. In the example, grain boundaries are the main limit on longitudinal waves below about 1.5 THz, so the effect of the twist on $\kappa$ comes mostly from other modes.

## Weighing the contributions in the conductivity

In the relaxation-time approximation with classical heat capacity $k_B$ per mode,
$$\kappa=\frac{k_B}{Na^3}\sum_{\mathbf q,s}\frac{V^2}{3}\,\tau_{\rm tot},\qquad\frac1{\tau_{\rm tot}}=\frac1\tau+\frac{|V|}{L},$$
where $V$ is the group velocity and $L$ the grain size. The remaining parameters are $M=400$ u, $\gamma=2$, $T=600$ K and $L=100$ nm. They are held fixed in every comparison below unless a change is named.

Averaged over the modes in each range, the lattice counts per THz are:

| Modes | Acoustic only | Added by twist |
|---|---|---|
| T, 0–2 THz | 0.61 | 1.10 |
| T, 2–4 THz | 0.53 | 0.63 |
| L, 0–2 THz | 0.51 | 1.05 |
| L, 2–4 THz | 0.75 | 0.70 |
| L, 4–8 THz | 0.67 | 0.80 |

Below 2 THz the twist adds about twice as many channels as existed before. At higher frequency it roughly doubles the total. The few transverse modes above 4 THz go from 0.29 to 1.57 per THz.

The conductivity falls from 6.80 to 3.22 W/(m K). The ratio is $3.215/6.801=0.473$, a reduction of 53 %. Refining the mesh from $16^3$ to $20^3$ points shifts the ratio by 0.002.

**Number against amplitude.** Changing $F_0$ alters both the count and the weight of the added channels. The count here is an average weighted by the heat each mode carries without the twist.

| $F_0$ (THz) | Added count (per THz) | $\kappa$ (W/(m K)) |
|---|---|---|
| 1.5 | 0.87 | 3.22 |
| 3 | 0.41 | 6.23 |
| 6 | 0.65 | 6.28 |
| 16 | 0 | 6.80 |

From 1.5 to 3 THz the average count halves and the weight $1/\Omega_0^2$ falls fourfold, so most of the effect is lost. Changing only the count would raise $\kappa$ to about 5.1 W/(m K), and changing only the weight to about 5.2 W/(m K). A low twist frequency thus acts through both number and amplitude. From 3 to 6 THz the average count rises by a factor of 1.6 while the weight falls by four, so their product drops to about 0.4 of its value. Yet $\kappa$ hardly changes, because it matters which modes receive the channels: at 6 THz about three quarters of the loss comes from transverse modes between 2 and 4 THz. In between, $\kappa$ is not monotonic: it reaches about 6.4 W/(m K) near 4 THz and then dips slightly. The average count cannot predict $\kappa$ by itself: for weak added scattering, the relative loss is the heat-weighted average of the twist rate divided by the rate already present (acoustic partners plus grain boundaries), taken mode by mode. At 16 THz, above twice the acoustic maximum of 7.72 THz, the effect is gone.

The formula must not be followed to $\Omega_0\to0$. The weight then diverges, the twist amplitude becomes large, and an expansion to third order loses its justification.

## What the model leaves out, by size

**Coupling strength** is the least certain input. Halving the twist's coupling amplitude divides its rates by four and raises the ratio from 0.47 to 0.76. The common constant also makes the longitudinal coupling weak. If the strain amplitude of each longitudinal leg is scaled by $v_L/v_T$, so that both kinds of acoustic mode have $\gamma=2$, $\kappa$ becomes 2.5 W/(m K) without the twist and 1.4 W/(m K) with it, a ratio of 0.56. The absolute values are thus far less certain than the conclusion that the twist matters.

**Twist dispersion.** Let the branch rise from 1.5 to 2.12 THz along one axis and include processes with two twist quanta. On a $12^3$ mesh the ratio changes from 0.469 to 0.565. The higher mean frequency and the altered selection of partners act together here and were not separated. The two-twist processes work the other way: without them the ratio would be about 0.60. The sum of squared twist velocities is 1.9 % of the acoustic sum, so at equal lifetimes the twist would carry little heat.

**Other optical branches.** A cell of 11 atoms has 29 further branches. Placed as flat branches between 4 and 14 THz with the same coupling rule, they lower $\kappa$ without the twist to 3.7 W/(m K). Adding the twist then gives 2.1 W/(m K), a ratio of 0.58. The twist's share shrinks when other scattering is present, but it remains large.

**Linear mixing** of twist and acoustic modes flattens the branches where they would cross. With a relative mixing of 0.2 and fixed lifetimes, 92.5 % of $\kappa$ remains. This loss comes from velocity, not from scattering.

**Quantum occupations** change the weight of any channel among acoustic and twist modes by at most about 3 % at 600 K, and the heat capacity of the highest acoustic mode is $0.97\,k_B$. Channels with the higher optical branches would change more.

The relaxation-time approximation also treats processes that conserve total crystal momentum as fully resistive. That error has not been sized here.

## Beside the real silicides

Higher manganese silicides are tetragonal with long unit cells, have a density of roughly 5 g/cm³ and a lattice conductivity of a few W/(m K). The model's density is 5.3 g/cm³, and its speeds and twist frequency are rough values for this regime. The grain size of 100 nm is a choice; larger grains would weaken the boundary scattering and make the relative reduction by the twist larger. The agreement of 3.2 W/(m K) with the real magnitude is no confirmation, since $\gamma$ was chosen and the other optical branches would lower the value. Real crystals break the assumptions of a flat branch, cubic symmetry and equal coupling. The first moves the ratio by about 0.1 and a halved coupling by about 0.3; the effect of tetragonal anisotropy was not computed.

For the opening decision this means that a twist branch low in the acoustic band should be kept in the three-phonon sum, unless its computed cubic coupling proves weak. Softening the twist can lower $\kappa$ if that coupling is not weak and if sound speeds and coupling stay unchanged. In the scan most of the gain came between 3 and 1.5 THz. Between 6 and 3 THz $\kappa$ changed by only a few percent, and not always downward. The numerical output below gives the tabulated values.

## Computed values

```
cell edge 0.5 nm, cell mass 400 u, grain 100 nm, T 600 K
density 5.31 g/cm3
speeds: transverse 4.0 km/s, longitudinal 7.0 km/s, Grueneisen 2.0
twist frequency 1.5 THz = 6.20 meV
acoustic maxima: T 4.41 THz, L 7.72 THz
leg weights: T 0.0625, L 0.0204, twist 0.0450 (km/s)^-2
Long-wave limits (counts per mode and per THz)
twist count, Debye 0.242, lattice 0.290 per THz
L-mode factors: to TT 1.365, to LT 0.477, absorb T 34.568
L mode at 0.5 THz, acoustic-only count 0.0365 per THz
Debye twist/acoustic ratio there 6.62
extrapolated equality at 1.29 THz
T mode at 0.5 THz, T+L->L count 0.571 per THz
direct integration minus formula: L 0.05 %, T 1.68 %
Lattice counts per mode and per THz: acoustic-only, added by twist
  T modes 0-2 THz: 0.610, 1.095
  T modes 2-4 THz: 0.534, 0.629
  T modes 4-8 THz: 0.287, 1.287
  L modes 0-2 THz: 0.511, 1.047
  L modes 2-4 THz: 0.751, 0.702
  L modes 4-8 THz: 0.674, 0.799
triples minus DOS formula: all 0.00 %, below twist 0.07 %
Lattice thermal conductivity
  mesh 12: without 6.768, with 3.173 W/(m K), ratio 0.469
  mesh 16: without 6.797, with 3.199 W/(m K), ratio 0.471
  mesh 20: without 6.801, with 3.215 W/(m K), ratio 0.473
ratio shift, mesh 16 to 20: +0.0020
reduction by twist 52.7 %
kappa with twist from DOS formula 3.215 W/(m K)
Twist frequency scan: heat-weighted added count, kappa
   1.5 THz: 0.865 per THz, 3.215 W/(m K)
   3.0 THz: 0.407 per THz, 6.233 W/(m K)
   6.0 THz: 0.646 per THz, 6.280 W/(m K)
  16.0 THz: 0.000 per THz, 6.801 W/(m K)
Sizes of neglected effects
dispersive twist to 2.12 THz, mesh 12: ratio 0.565
twist velocity-squared sum / acoustic sum 1.87 %
half twist coupling amplitude: ratio 0.757
mixing 0.2: kappa kept at fixed lifetimes 92.5 %
29 more optical branches, 4-14 THz: without twist 3.692 W/(m K)
  with twist 2.138 W/(m K), ratio 0.579
largest quantum change of a channel weight 3.1 %
smallest mode heat capacity 0.969 k_B
omitted smallest wave vectors: at most about 0.0069 W/(m K)
```
